# When hemispherical islands on a square grid close a substrate

## Problem

A film grows by atomic layer deposition on a flat substrate that does not react. Growth starts at point nuclei on a square grid of spacing $a=10$ nm. All nuclei start together and stay in place. Every exposed film surface advances along its own normal by $g=0.10$ nm per cycle. The bare substrate forms no further nuclei, and islands that meet overlap without changing shape.

(a) Show that the substrate closes completely when the island radius reaches 7.07 nm, and not before.

(b) How much of the substrate is covered when neighbouring islands first touch, and how much when the footprint area of one island equals $a^2$?

(c) What is the mean film thickness at closure, and how thick is the thinnest place shortly afterwards?

(d) How many cycles does closure take?

"Closed" means that no bare substrate is left; the film need not be flat. The radius $r$ is that of the full hemisphere, including any part hidden by overlap.

## Hints

1. A substrate point is covered once the nearest nucleus is no farther away than $r$. Which point has to wait longest?
2. For the coverage, assign to each nucleus the square of side $a$ centred on it. Find how much of the disc of radius $r$ sticks out over the four sides.
3. For the thickness, do the same with the hemisphere: the parts that stick out are halves of spherical caps.
4. The film height above a point at distance $d$ from its nearest nucleus is $\sqrt{r^2-d^2}$.

## Solution

**The islands stay hemispherical.** In one cycle the film gains all points above the substrate that lie within a distance $g$ of it. Take a point P outside an island of radius $r$, at distance $s$ from its nucleus. By the triangle inequality, no point of the island is closer to P than $s-r$, and the point where the line from P to the nucleus enters the island is at just that distance. So P is gained if $s-r\le g$, that is, if $s\le r+g$: the island becomes a hemisphere of radius $r+g$. With several islands, P is gained if this holds for at least one of them. The film therefore remains a union of hemispheres, and each footprint is a disc.

This was also tested numerically for four overlapping islands of radius 5.5 nm, represented by points 0.1 nm apart. Distances to the film agreed with $s-r$ to within 0.099 nm. The replacement by points can shift them by up to 0.173 nm, the diagonal of one small cube.

**(a) Closure.** Put the nuclei at $(ma,na)$ with integer $m$ and $n$. Rounding each coordinate of a substrate point to the nearest multiple of $a$ gives a nucleus with offsets $|u|\le a/2$ and $|v|\le a/2$. Its distance $d$ obeys

$$d^2=u^2+v^2\le \frac{a^2}{4}+\frac{a^2}{4}=\frac{a^2}{2}.$$

Hence every point is covered once $r\ge a/\sqrt2$.

To see that no smaller radius will do, take the centre of a grid square, $(a/2,a/2)$. Its offsets from any nucleus are $(m-\tfrac12)a$ and $(n-\tfrac12)a$. Each has magnitude at least $a/2$, so no nucleus is closer than $a/\sqrt2$. The closure radius is therefore

$$R=\frac{a}{\sqrt2}=\frac{10\ \text{nm}}{1.414}=7.07\ \text{nm}\quad(70.7\ \text{Å}).$$

The argument is pure geometry, so the formula holds in any unit of length.

**(b) Coverage.** Each nucleus owns a square of area $a^2$, made up of the points nearest to it. A point in this square is covered only if its own nucleus covers it, since all others are at least as far away. For $r\le a/2$ the disc fits inside the square, and the covered fraction is $\theta=\pi r^2/a^2$. At first contact, $r=a/2=5.00$ nm, this gives $\theta=\pi/4=78.5\%$. Contact is not closure.

For $a/2<r\le R$ the disc sticks out over each side by a circular segment. The segment's half-angle $\varphi$, seen from the nucleus, satisfies $\cos\varphi=a/(2r)$, and its half-chord is $\sqrt{r^2-a^2/4}$. Its area is that of the sector, $r^2\varphi$, minus that of the triangle, $(a/2)\sqrt{r^2-a^2/4}$. Two segments could overlap only beyond a corner of the square, at a distance greater than $R$, so they are disjoint here. Subtracting all four gives

$$\theta=\frac{1}{a^2}\left[\pi r^2-4\left(r^2\arccos\frac{a}{2r}-\frac a2\sqrt{r^2-\frac{a^2}{4}}\right)\right].$$

At $r=R$ we have $r^2=a^2/2$, $\varphi=\pi/4$ and half-chord $a/2$, so

$$\theta=\frac{\pi}{2}-4\left(\frac{\pi}{8}-\frac14\right)=1,$$

as part (a) requires.

Setting $\pi r^2=a^2$ gives $r=a/\sqrt\pi=5.64$ nm, where the formula yields $\theta=90.9\%$. The discs then have enough total area to cover the substrate, but 9.1% of it is spent on overlap, and the same area remains bare.

**(c) Thickness.** The film volume above one square is the hemisphere, $2\pi r^3/3$, minus the parts beyond the four sides. Each part is half of a spherical cap of height $c=r-a/2$. It stands on one of the segments of part (b), so the four parts do not overlap. To find the volume of a full cap, slice it parallel to its base. At depth $s$ below its top the slice has radius squared $r^2-(r-s)^2=2rs-s^2$, so

$$V_{\text{cap}}=\pi\int_0^c(2rs-s^2)\,ds=\pi\left(rc^2-\frac{c^3}{3}\right)=\frac{\pi c^2(3r-c)}{3}.$$

Four half-caps equal two full caps. The mean thickness for $a/2\le r\le R$ is

$$t=\frac{1}{a^2}\left[\frac{2\pi r^3}{3}-\frac{2\pi c^2(3r-c)}{3}\right].$$

At closure $c=2.07$ nm, and with unrounded inputs

$$t=\frac{740.5-172.0}{100}\ \text{nm}=5.69\ \text{nm}.$$

The local height at this moment ranges from zero at the centres of the grid squares to 7.07 nm above the nuclei. A mean thickness of several nanometres is thus no proof of a closed film: in this model, $r=6.00$ nm gives a mean of 4.17 nm with 4.9% of the substrate still bare.

After closure the thinnest places are the centres of the grid squares, where $d=R$. Their height is

$$h_{\min}=\sqrt{r^2-R^2},\qquad \frac{dh_{\min}}{dr}=\frac{r}{h_{\min}}.$$

The slope is very large just after closure, because $h_{\min}$ is then close to zero: each hemisphere meets the substrate at a right angle, so its surface is nearly vertical there. At $r=7.10$ nm the thinnest place already measures 0.64 nm, and at $r=7.50$ nm it measures 2.50 nm. The last 0.40 nm of growth thus adds 1.86 nm there. These heights belong to the bottom of a very narrow pit. At height $z$ above $h_{\min}$'s level, measured from the substrate, its width between opposite islands is $2\left(R-\sqrt{r^2-z^2}\right)$. For $r=7.10$ nm this is 0.08 nm at $z=1$ nm and 0.52 nm at $z=2$ nm. A pit of atomic width is outside the smooth-surface model, and precursor molecules may not reach its bottom, so the fast filling is a result of the geometry and not a prediction for a real film.

**(d) Cycles.** Starting from a point, $r=Ng$ after $N$ cycles. Closure needs $N\ge R/g=70.7$, so it is complete after 71 cycles. If all nuclei had the same initial radius $r_0<R$, closure would take only $(R-r_0)/g$ cycles, rounded up.

The last cycle should not be taken literally. After 70 cycles, $r=7.00$ nm and 0.02% of the substrate is bare. On the line midway between two nuclei, the film reaches a distance $\sqrt{r^2-a^2/4}$ from the point where they first touched. The bare spot therefore extends from its centre towards that point by

$$\frac a2-\sqrt{r^2-\frac{a^2}{4}}=5-\sqrt{49-25}=0.10\ \text{nm}.$$

A spot about 0.2 nm across is of atomic size, where a smooth film surface is no longer a sound description.

**What would change the result.** Two of the assumptions are examined here. The variations below relax the regular grid.

- *No reshaping.* Suppose that two islands merge at contact into one hemisphere of radius $\rho$ with the same total volume. Then $\rho^3=2r^3$, so $\rho=2^{1/3}\times5.00=6.30$ nm. The new footprint, relative to the two old ones, is $\rho^2/(2r^2)=2^{-1/3}=0.794$. The pair's covered area shrinks by about 21% net, so some substrate is laid bare again. The area actually uncovered is larger, because the new footprint also covers ground that was bare. On the grid each island touches four neighbours at once, so the pair only illustrates the trend. The closure radius above was derived for islands that keep their shape, so it need not hold if material in the film moves appreciably during growth.
- *No further nuclei.* An extra nucleus at every square centre, present from the start, produces a square grid of spacing $a/\sqrt2$. It closes at $(a/\sqrt2)/\sqrt2=a/2=5.00$ nm. If the extra nuclei appear later, the original islands have a radius between 5.00 and 7.07 nm at closure.

## Variation 1: the same density, but random sites

*The nuclei are placed independently at random, with an average of one per area $a^2$. How much substrate is bare at $r=7.07$ nm, and what radius gives 99% coverage?*

A point is bare if a disc of radius $r$ around it contains no nucleus. The number of nuclei in the disc follows a Poisson distribution with mean $\pi r^2/a^2$, so the expected bare fraction is

$$1-\theta=e^{-\pi r^2/a^2}.$$

At $r=R$ the exponent is $-\pi/2$, and 20.8% is bare. A numerical sample with 10,000 random nuclei also gave 20.8%; samples of this size scatter about that value by a few tenths of a percentage point. For 99% coverage, $\pi r^2/a^2=\ln100$, so

$$r=a\sqrt{\frac{\ln 100}{\pi}}=12.1\ \text{nm},$$

or 122 cycles, whereas the square grid is completely closed after 71. The expected bare fraction is positive at every finite radius, so no fixed radius guarantees closure. A finite sample with at least one nucleus does close at some radius, but that radius depends on where its nuclei happen to lie.

This variation is closer to oxide deposition on graphene. The perfect graphene surface offers few reactive sites, and growth tends to start at defects, edges or deliberately added groups. A growth of 0.1 nm per cycle is a rough typical value for oxides. The site density used here, $10^{12}$ per cm², is illustrative, since the real density depends strongly on how the surface was prepared. Such sites do not normally form a square grid. For independent random sites that all start together, the numbers above show what this costs. If some islands start late, at least as much substrate is bare after the same number of cycles. Sites clustered along edges or grain boundaries would need a separate calculation.

## Variation 2: one missing nucleus

*One site of the perfect grid never nucleates. When does the substrate close?*

Measure $u$ and $v$ from the empty site. Only points in its own square, $|u|,|v|\le a/2$, have lost their nearest nucleus. By symmetry take $0\le|v|\le u\le a/2$. The distance $d$ to the neighbour at $(a,0)$ satisfies

$$d^2=(a-u)^2+v^2\le(a-u)^2+u^2=a^2-2u(a-u)\le a^2.$$

All points are therefore covered at $r=a$. The empty site itself lies at distance $a$ from its nearest neighbours, so it is not covered earlier. Closure moves from 7.07 to 10.0 nm, or from 71 to 100 cycles, because of a single defect. If the island merely starts late, the film covers at least as much as with the site empty and at most as much as on the perfect grid. The other islands then have a radius between 7.07 and 10.0 nm at closure.

The numerical output below lists the closure radii for the perfect grid (labelled "Voronoi") and for one missing site. Both were found without the formulas above, from the points that have three or more equally near nuclei: the largest distance from such a point to its nearest nucleus is the closure radius.

## Computed results

```
Grid spacing: 10.0 nm
Site density: 1.00e+12 per cm2
Growth per cycle (rough): 0.10 nm
Contact radius: 5.00 nm
Equal-area radius: 5.64 nm
Closure radius, formula: 7.0711 nm
Closure radius, Voronoi: 7.0711 nm
Closure radius, converted: 70.7 angstrom
Closure radius / growth per cycle: 70.71 cycles
Whole cycles to closure: 71
Radius (nm), coverage (%), mean thickness (nm):
  2.500  19.63  0.327
  5.000  78.54  2.618
  5.642  90.95  3.621
  6.000  95.09  4.168
  6.500  98.65  4.904
  7.000  99.98  5.592
  7.071  100.00  5.685
Radius one cycle before closure: 7.00 nm
Bare fraction then: 0.0203 %
Bare-spot reach to edge midpoint: 0.101 nm
Bare-spot reach towards a site: 0.071 nm
Thinnest place at r = 7.10 nm: 0.640 nm
Thinnest place at r = 7.50 nm: 2.500 nm
Growth-law test, largest error: 0.099 nm
Growth-law test, voxel diagonal: 0.173 nm
Random sites, bare at R, formula: 20.8 %
Random sites, bare at R, sampled: 20.8 %
Random sites, radius for 99% coverage: 12.11 nm
One missing site, closure radius: 10.00 nm
Extra site in each square, closure: 5.00 nm
Merged pair, new radius: 6.30 nm
Merged pair, footprint ratio: 0.794
```
